\section*{Finite-field checks of Hartree–Fock shieldings: errors and choice of step, part 2}

An analytic GIAO shielding is to be checked by solving the complex closed-shell Hartree--Fock equations at fields $\pm h$, with threshold $\tau$ on the orbital gradient. Hartree atomic units are used, with $\mu_0/4\pi=\alpha^2$; shieldings are in ppm. Indices $s,t,u,v$ are Cartesian, $\mu,\nu,\lambda,\rho$ label basis functions, $i,j$ occupied and $a,b$ virtual orbitals; superscripts give the order in $\mathbf B$. The scalar $h$ is the step, $\mathbf h$ the one-electron Hamiltonian. The zero-field solution is real and stable.

London orbitals are $\omega_\nu=e^{-i\mathbf A_B(\mathbf G_\nu)\cdot\mathbf r}\chi_\nu$, with $\chi_\nu$ real, $\mathbf G_\nu$ the assigned centre and $\mathbf A_B(\mathbf r)=\frac12\mathbf B\times(\mathbf r-\mathbf O)$. Operators built from $\mathbf r$ and $\boldsymbol\pi=\hat{\mathbf p}+\mathbf A_B$ have elements
\begin{equation}
X_{\mu\nu}=\int\chi_\mu\,e^{i\mathbf k\cdot\mathbf r}\,X\!\left(\mathbf r,\hat{\mathbf p}+\tfrac12\mathbf B\times\mathbf r_\nu\right)\chi_\nu\,d^3r,\qquad \mathbf k=\tfrac12\mathbf B\times\mathbf G_{\mu\nu},
\label{eq:london}
\end{equation}
with $\mathbf r_\nu=\mathbf r-\mathbf G_\nu$, $\mathbf G_{\mu\nu}=\mathbf G_\mu-\mathbf G_\nu$. The kinetic energy is $\frac12\pi^2$. For a nucleus at $\mathbf K$, $\hat{\mathbf N}=\alpha^2\,\mathbf r_K\times\boldsymbol\pi/r_K^3$ with $\mathbf r_K=\mathbf r-\mathbf K$. The two-electron integrals are $(\mu\nu|\lambda\rho)=\iint\omega_\mu^*\omega_\nu(1)\,r_{12}^{-1}\,\omega_\lambda^*\omega_\rho(2)$. Field reversal gives
\begin{equation}
\mathbf X(-\mathbf B)=\mathbf X(\mathbf B)^*\ \ \text{for }\mathbf S,\ \mathbf h,\ (\mu\nu|\lambda\rho),\qquad \mathbf N(-\mathbf B)=-\mathbf N(\mathbf B)^* .
\label{eq:TR}
\end{equation}

With occupied and virtual coefficients $\mathbf C_o,\mathbf C_v$, overlap $\mathbf S$ and orbital energies $\varepsilon$, $\mathbf D=2\mathbf C_o\mathbf C_o^\dagger$ and $\mathbf F=\mathbf h+\mathbf G(\mathbf D)$, where $\mathbf G$ is the two-electron part. The moment $M_t=\operatorname{Tr}\mathbf D\mathbf N_t$ is odd in $\mathbf B$, and $\sigma_{st}=\partial M_t/\partial B_s|_0$ is
\begin{equation}
\sigma_{st}=\operatorname{Tr}\mathbf D^0\mathbf N^1_{st}+\operatorname{Tr}\mathbf D^1_s\mathbf N^0_t .
\label{eq:sigma}
\end{equation}
The orbital response $U_{ai}=iu_{ai}$ solves $\mathbf H^-\mathbf u=-\mathbf w$, where $\mathbf w$ collects the first-order terms independent of $\mathbf u$ and $H^-_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}-(ab|ij)+(aj|bi)$ is symmetric and positive definite. Its density $D_{bj}=2iu_{bj}=-D_{jb}$ gives
\begin{equation}
G^0_{ai}=-\tfrac12\sum_{bj}\left[2iu_{bj}(ab|ji)-2iu_{bj}(aj|bi)\right]=-i\sum_{bj}\left[(ab|ij)-(aj|bi)\right]u_{bj}.
\label{eq:K}
\end{equation}

In a two-level model with level gap $\Delta$ and $N_{ai}=in$, a solver residual $g$ shifts the moment by $\delta M=(4n/\Delta)\operatorname{Im}g$.

\section{Exact integrals at finite field}

The check is only as independent as its integrals. If the finite-field matrices are formed as $\mathbf X^0+B\mathbf X^1$ from the derivative integrals of the analytic code, the first derivative is reproduced, but only the response solver is tested: an error in $\mathbf X^1$ enters both sides alike. Exact London integrals avoid this, and over $s$ Gaussians they have closed forms.

Let $\chi_\mu=\mathcal N_\mu e^{-\zeta_\mu|\mathbf r-\mathbf R_\mu|^2}$ with $\mathcal N_\mu=(2\zeta_\mu/\pi)^{3/4}$; the Gaussian centre $\mathbf R_\mu$ need not equal $\mathbf G_\mu$. With $p=\zeta_\mu+\zeta_\nu$ and $\mathbf P=(\zeta_\mu\mathbf R_\mu+\zeta_\nu\mathbf R_\nu)/p$, completing the square gives $\chi_\mu\chi_\nu=\mathcal N_\mu\mathcal N_\nu e^{-\zeta_\mu\zeta_\nu R_{\mu\nu}^2/p}e^{-p(\mathbf r-\mathbf P)^2}$. For $\tilde{\mathbf P}=\mathbf P+i\mathbf k/2p$ one has $-p(\mathbf r-\tilde{\mathbf P})^2=-p(\mathbf r-\mathbf P)^2+i\mathbf k\cdot(\mathbf r-\mathbf P)+k^2/4p$, where squares of complex vectors are taken without conjugation. Hence
\begin{equation}
\Omega\equiv\chi_\mu e^{i\mathbf k\cdot\mathbf r}\chi_\nu=\mathcal K\,e^{-p(\mathbf r-\tilde{\mathbf P})^2},\qquad
\mathcal K=\mathcal N_\mu\mathcal N_\nu\,e^{-\zeta_\mu\zeta_\nu R_{\mu\nu}^2/p+i\mathbf k\cdot\mathbf P-k^2/4p}.
\end{equation}
Each integral below converges for any complex centre and is an entire function of its components, so a formula proved for real centres holds for $\tilde{\mathbf P}$. Thus $S_{\mu\nu}=\mathcal K(\pi/p)^{3/2}$, and with $\mathbf y=\mathbf r-\tilde{\mathbf P}$ the moments relative to $S_{\mu\nu}$ are $\langle y_s\rangle=0$ and $\langle y_sy_t\rangle=\delta_{st}/2p$.

Since $-i\nabla\chi_\nu=2i\zeta_\nu(\mathbf r-\mathbf R_\nu)\chi_\nu$, the momentum acts by multiplication with $\mathbf v(\mathbf r)=2i\zeta_\nu(\mathbf r-\mathbf R_\nu)+\frac12\mathbf B\times(\mathbf r-\mathbf G_\nu)$, and on the bra with $\bar{\mathbf v}(\mathbf r)=-2i\zeta_\mu(\mathbf r-\mathbf R_\mu)+\frac12\mathbf B\times(\mathbf r-\mathbf G_\mu)$. The kinetic integral is $\frac12\int\Omega\,\bar{\mathbf v}\cdot\mathbf v$. Both factors are linear in $\mathbf y$. The terms linear in $\mathbf y$ average to zero. The quadratic part is $(-2i\zeta_\mu\mathbf y+\frac12\mathbf B\times\mathbf y)\cdot(2i\zeta_\nu\mathbf y+\frac12\mathbf B\times\mathbf y)=4\zeta_\mu\zeta_\nu y^2+\frac14[B^2y^2-(\mathbf B\cdot\mathbf y)^2]$, because $\mathbf y\cdot(\mathbf B\times\mathbf y)=0$. With $\langle y^2\rangle=3/2p$ and $\langle(\mathbf B\cdot\mathbf y)^2\rangle=B^2/2p$,
\begin{equation}
T_{\mu\nu}=\tfrac12S_{\mu\nu}\left[\bar{\mathbf v}(\tilde{\mathbf P})\cdot\mathbf v(\tilde{\mathbf P})+\frac{12\zeta_\mu\zeta_\nu+B^2/2}{2p}\right].
\end{equation}

For the Coulomb integrals use $1/r=(2/\sqrt\pi)\int_0^\infty e^{-\xi^2r^2}d\xi$ and the Boys functions $F_n(x)=\int_0^1y^{2n}e^{-xy^2}dy$, which satisfy $F_n'=-F_{n+1}$. With $\mathbf d=\tilde{\mathbf P}-\mathbf K$ the space integral is $\mathcal K[\pi/(p+\xi^2)]^{3/2}e^{-p\xi^2d^2/(p+\xi^2)}$. The substitution $y^2=\xi^2/(p+\xi^2)$ has $p+\xi^2=p/(1-y^2)$ and $d\xi=\sqrt p\,(1-y^2)^{-3/2}dy$, so the powers of $1-y^2$ cancel and
\begin{equation}
\Psi\equiv\int\frac{\Omega}{r_K}\,d^3r=c\,F_0(x),\qquad c=\frac{2\pi\mathcal K}{p},\quad x=p\,d^2 .
\end{equation}
The nuclear attraction is $-Z\Psi$ for each nucleus. For two distributions $(p,\tilde{\mathbf P},\mathcal K)$ and $(q,\tilde{\mathbf Q},\mathcal K')$, integration over $\mathbf r_1$ leaves a Gaussian in $\mathbf r_2$ of exponent $\beta=p\xi^2/(p+\xi^2)$. With $\gamma=pq/(p+q)$ one finds $(p+\xi^2)(\beta+q)=(p+q)(\gamma+\xi^2)$ and $\beta q/(\beta+q)=\gamma\xi^2/(\gamma+\xi^2)$. The same substitution with $\gamma$ in place of $p$ turns the $\xi$ integral into $F_0/\gamma$, and
\begin{equation}
(\mu\nu|\lambda\rho)=\frac{2\pi^{5/2}\,\mathcal K\mathcal K'}{pq\sqrt{p+q}}\,F_0\!\left(\gamma(\tilde{\mathbf P}-\tilde{\mathbf Q})^2\right).
\end{equation}

For the dipole operator expand about the nucleus, $\mathbf v(\mathbf r)=\mathbf v(\mathbf K)+2i\zeta_\nu\mathbf r_K+\frac12\mathbf B\times\mathbf r_K$. The middle term has no cross product with $\mathbf r_K$, and the last gives $\frac12[\mathbf B\,r_K^2-\mathbf r_K(\mathbf r_K\cdot\mathbf B)]$. Two integrals are needed. Because $\partial_{K_s}r_K^{-1}=r_{K,s}/r_K^3$ and $\partial_{K_s}x=-2p\,d_s$,
\begin{equation}
\mathcal E_s=\int\Omega\,\frac{r_{K,s}}{r_K^3}\,d^3r=\partial_{K_s}\Psi=2pc\,d_sF_1 .
\end{equation}
For the second write $r_{K,t}=d_t+y_t$ and use $y_t\Omega=(2p)^{-1}\partial\Omega/\partial\tilde P_t$ at fixed $\mathcal K$:
\begin{equation}
\mathcal W_{st}=\int\Omega\,\frac{r_{K,s}r_{K,t}}{r_K^3}\,d^3r=d_t\mathcal E_s+\frac1{2p}\frac{\partial\mathcal E_s}{\partial\tilde P_t}
=c\left[2p\,d_sd_t(F_1-F_2)+\delta_{st}F_1\right].
\end{equation}
The trace must equal $\Psi$. Integration by parts gives $2xF_{n+1}=(2n+1)F_n-e^{-x}$, and then $2x(F_1-F_2)+3F_1=F_0$, as required. The result is
\begin{equation}
(N_t)_{\mu\nu}=\alpha^2\Big\{[\boldsymbol{\mathcal E}\times\mathbf v(\mathbf K)]_t+\tfrac12\Big(B_t\Psi-\sum_s\mathcal W_{ts}B_s\Big)\Big\}.
\end{equation}
A $p$-like function is formed as the difference of two such Gaussians displaced by $\pm\delta/\sqrt\zeta$ along an axis. Their overlap is $e^{-2\delta^2}$, so the normalising factor is $[2(1-e^{-2\delta^2})]^{-1/2}$. Both lobes share the atomic $\mathbf G$, which makes the pair a true London orbital on which $\mathbf r_\nu\times\hat{\mathbf p}$ is not zero.

\section{Truncation error}

Fix the nucleus and the component $st$, and write $M(B)$ for $M_t(B\mathbf e_s)$. Oddness removes the even powers, $M=\sigma B+c_3B^3+c_5B^5+\dots$ with $c_3=M'''(0)/6$, and
\begin{equation}
\Delta(h)\equiv\frac{M(h)-M(-h)}{2h}=\frac{M(h)}h=\sigma+c_3h^2+c_5h^4+\dots
\label{eq:trunc}
\end{equation}
(from here on $\Delta$ denotes this quotient, except in statements that refer explicitly to the two-level model, where it remains the level gap). For this problem the one-sided quotient is already of second order and equal to the central one. The run at $-h$ adds no accuracy. When it is done with independently computed integrals it tests \eqref{eq:TR}. Doubling the step multiplies the error by
\begin{equation}
\frac{\Delta(2h)-\sigma}{\Delta(h)-\sigma}=\frac{4c_3h^2+16c_5h^4}{c_3h^2+c_5h^4}=4\left(1+3\frac{c_5}{c_3}h^2+\dots\right).
\end{equation}
Richardson's combination removes the $h^2$ term:
\begin{equation}
R(h)=\tfrac13[4\Delta(h)-\Delta(2h)]=\sigma+\tfrac13(4-16)c_5h^4+\dots=\sigma-4c_5h^4+\dots
\end{equation}
With three steps $h,2h,4h$, the parabola in $h^2$ through the three values has at zero the Lagrange weights $4\cdot16/[(1-4)(1-16)]=64/45$, $16/[(4-1)(4-16)]=-20/45$ and $4/[(16-1)(16-4)]=1/45$. The parabola through a cubic $x^3$ at nodes $x_1,x_2,x_3$ is $x^3-\prod_j(x-x_j)$, which equals $x_1x_2x_3$ at zero, so the remaining error is $64\,c_7h^6$.

\section{Convergence noise}

An SCF that stops early has orbitals rotated away from the solution. To first order in the complex amplitudes $\kappa_{ai}$, $|i'\rangle=|i\rangle+\sum_a\kappa_{ai}|a\rangle$ and $|a'\rangle=|a\rangle-\sum_i\kappa_{ai}^*|i\rangle$. The density changes by $\delta\mathbf D=2(\mathbf C_v\boldsymbol\kappa\mathbf C_o^\dagger+\text{h.c.})$. The residual is the virtual-occupied block of the Fock matrix built from this density, in the rotated orbitals:
\begin{equation}
g_{ai}=\langle a'|F|i'\rangle=(\varepsilon_a-\varepsilon_i)\kappa_{ai}+G_{ai}(\delta\mathbf D)+O(\kappa^2).
\end{equation}
The threshold is taken to mean $\|\mathbf g\|=(\sum_{ai}|g_{ai}|^2)^{1/2}\le\tau$, a norm unchanged by rotations among occupied or among virtual orbitals. At zero field, real $\kappa$ gives a real residual, and the imaginary part of $\kappa$ produces exactly the density treated in \eqref{eq:K}, so $\operatorname{Im}\mathbf g=\mathbf H^-\operatorname{Im}\boldsymbol\kappa$. With $N^0_{ai}=in_{ai}$ and $N^0_{ia}=-in_{ai}$,
\begin{equation}
\delta M=\operatorname{Tr}\mathbf N\,\delta\mathbf D=4\operatorname{Re}\sum_{ai}N_{ia}\kappa_{ai}=4\,\mathbf n\cdot\operatorname{Im}\boldsymbol\kappa=\mathbf z\cdot\operatorname{Im}\mathbf g,\qquad \mathbf z=4(\mathbf H^-)^{-1}\mathbf n,
\label{eq:noise}
\end{equation}
where the symmetry of $\mathbf H^-$ moved its inverse onto $\mathbf n$. The vector $\mathbf z$ is, up to the factor $-4$, the orbital response to the nuclear moment, and the virtual-occupied part of \eqref{eq:sigma} is $4\mathbf n\cdot\mathbf u=-\mathbf z\cdot\mathbf w$. In the two-level model $z=4n/\Delta$, as found directly.

Time reversal orders the corrections at finite $h$. Conjugating a stopped calculation maps $(h,\operatorname{Re}\mathbf g,\operatorname{Im}\mathbf g)$ to $(-h,\operatorname{Re}\mathbf g,-\operatorname{Im}\mathbf g)$ and $\delta M$ to $-\delta M$. The coefficient of $\operatorname{Im}\mathbf g$ is therefore even in $h$, so $\mathbf z$ is corrected at relative order $h^2$. The coefficient of $\operatorname{Re}\mathbf g$ is odd in $h$, so a real residual shifts $M$ by $O(h\tau)$ and $\Delta$ by $O(\tau)$, without the factor $1/h$. The rest is $O(\tau^2)$.

The Cauchy--Schwarz inequality turns \eqref{eq:noise} into
\begin{equation}
|\delta M|\le\eta\equiv\|\mathbf z\|\,\tau,
\end{equation}
with equality when the residual is imaginary, has norm $\tau$ and is parallel to $\mathbf z$. The noise is not random. Two runs at $\pm h$ that start from the same real density and use the same algorithm are complex conjugates iteration by iteration, so $\delta M(-h)=-\delta M(h)$ and the errors add: $\delta\Delta=\delta M(h)/h$. Expecting them to cancel in a difference, or to average down, is a mistake.

\section{The optimal step}

In the worst case the noise has the sign of $c_3$, and to leading order in $h$ and $\tau$ (omitting $c_5h^4$, the $h^2$ correction to $\mathbf z$ and the $O(\tau)$ term from a real residual) the error is bounded by the envelope
\begin{equation}
e(h)=|c_3|h^2+\frac\eta h .
\end{equation}
Setting $e'(h)=2|c_3|h-\eta/h^2$ to zero gives $\eta/h=2|c_3|h^2$; the stationary point is a minimum because $e''=2|c_3|+2\eta/h^3>0$. Thus
\begin{equation}
h^*=\left(\frac{\eta}{2|c_3|}\right)^{1/3},\qquad e(h^*)=3|c_3|h^{*2},
\label{eq:opt}
\end{equation}
with noise twice the truncation, $h^*\propto\tau^{1/3}$ and $e\propto\tau^{2/3}$. In terms of $x=h/h^*$ the envelope is $e/e(h^*)=(x^2+2/x)/3$, which is $17/12$ at $x=\frac12$ and $5/3$ at $x=2$. The minimum is flat, and rough values of $c_3$ and $\|\mathbf z\|$ suffice.

For $R(h)$ the noise bound is $\frac43\eta/h+\frac13\eta/2h=3\eta/2h$. Minimising $4|c_5|h^4+3\eta/2h$ gives $16|c_5|h^3=3\eta/2h^2$, so
\begin{equation}
h_R=\left(\frac{3\eta}{32|c_5|}\right)^{1/5},\qquad e_R=4|c_5|h_R^4+16|c_5|h_R^4=20|c_5|h_R^4\propto\tau^{4/5}.
\end{equation}
For three steps the noise bound is $(64+10+\frac14)\eta/45h=1.65\,\eta/h$.

\section{Procedure}

\begin{enumerate}
\item Converge the real SCF at zero field and keep $\mathbf D^0$ as the starting density.
\item For each direction $s$ and step $h$, build $\mathbf S$, $\mathbf h$, the two-electron integrals and $\mathbf N$ at $h\mathbf e_s$, and at $-h\mathbf e_s$ directly or by \eqref{eq:TR}.
\item Solve the complex equations $\mathbf{FC}=\mathbf{SC}\boldsymbol\varepsilon$ until $\|\mathbf g\|\le\tau$, and form $\Delta(h)$ for all nuclei and all $t$.
\item From $h,2h,4h$ solve for $\sigma$, $c_3$, $c_5$ without using the analytic value.
\item Evaluate $\eta$ and the error bound, and compare. The noise bound does not contain the remainder $64c_7h^6$ or errors of the integrals. A difference from the analytic tensor beyond the bound that persists when the steps are halved and $\tau$ is tightened points to a fault, or to the screening of integrals, in one of the two codes.
\end{enumerate}

Closed-form finite-field integrals, the truncation error, a sharp first-order bound on the convergence noise and the resulting optimal steps are now available, together with a procedure for the check. What remains is to test them on water, to choose the settings and to see where the analysis fails.
